# PAW as an ultrasoft scheme with updated one-centre terms: a program that tests the result

```python
"""
Result under test: a PAW calculation is an ultrasoft calculation whose
augmentation functions are Qhat_ij = sum_L q^L_ij g_L(r) Y_L0, plus one-centre terms:
    H = T + v_smooth + sum_ij |p_i> (Dhat_ij + D1_ij - Dt1_ij) <p_j|
    Dhat_ij = integral of v_smooth * Qhat_ij        (the ultrasoft integral)
    D1, Dt1 = all-electron and smooth one-centre strengths, functions of rho_ij
Symbols: u(r) = r * radial wave; rho_ij = occupation matrix of the projectors;
q^L_ij = multipole moment of (phi_i phi_j - phit_i phit_j); g_L = shape function
with integral g_L r^(L+2) dr = 1; rc = sphere radius.
System: helium atom, exchange-only LDA, s and p (m=0) channels, hard wall at R_BOX,
optional uniform field F (electron potential energy F*z). Hartree atomic units.
Densities and potentials are stored as coefficients of Y_L0, L = 0, 1, 2.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh, block_diag

Z, OCC, RC, R_BOX, FIELD = 2.0, 2.0, 1.0, 12.0, 0.01
ROOT4PI = np.sqrt(4 * np.pi)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- angular functions and radial quadrature ----------
mu, w_mu = leggauss(24)
Y = (legvander(mu, 2) * np.sqrt((2 * np.arange(3) + 1) / (4 * np.pi))).T
gaunt = 2 * np.pi * np.einsum("am,bm,Lm,m->abL", Y[:2], Y[:2], Y, w_mu)

M = 12
breaks = np.concatenate([np.linspace(0, RC, 9), np.geomspace(RC, R_BOX, 19)[1:]])
breaks[-1] = R_BOX
x, w_x = leggauss(M)
P_leg = legvander(x, M)
orders = np.arange(M)
primitive = np.empty((M, M))
primitive[:, 0] = x + 1
for n in range(1, M):
    primitive[:, n] = (P_leg[:, n + 1] - P_leg[:, n - 1]) / (2 * n + 1)
local_cum = primitive @ (((2 * orders + 1) / 2)[:, None] * P_leg[:, :M].T * w_x)
half = np.diff(breaks) / 2
r = (breaks[:-1, None] + half[:, None] * (x + 1)).ravel()
w = (half[:, None] * w_x).ravel()
cumulative = np.zeros((r.size, r.size))      # integral from 0 to each grid point
for e, h in enumerate(half):
    rows = slice(e * M, (e + 1) * M)
    cumulative[rows, :e * M] = w[:e * M]
    cumulative[rows, rows] = h * local_cum
inside = r < RC
w_r2 = w * r**2


def hartree(n):
    v = np.empty_like(n)
    for L in range(3):
        inner = cumulative @ (n[L] * r**(L + 2))
        s = n[L] * r**(1.0 - L)
        outer = w @ s - cumulative @ s
        v[L] = 4 * np.pi / (2 * L + 1) * (inner / r**(L + 1) + outer * r**L)
    return v


def functional(n, v_ext):
    """Hartree + exchange + external energy, and its potential."""
    v_h = hartree(n)
    dens = n.T @ Y
    root = np.cbrt(3 * dens / np.pi)
    e_x = 2 * np.pi * w_r2 @ ((-0.75 * root * dens) @ w_mu)
    v_x = 2 * np.pi * ((-root * w_mu) @ Y.T).T
    energy = e_x + np.sum((0.5 * v_h + v_ext) * n * w_r2)
    return energy, v_ext + v_h + v_x


def field_potential(strength):
    v = np.zeros((3, r.size))
    v[1] = strength * r * np.sqrt(4 * np.pi / 3)
    return v


v_nucleus = np.zeros((3, r.size))
v_nucleus[0] = -Z / r * ROOT4PI

# ---------- spline basis for u(r), zero at the origin and at the wall ----------
DEG = 8
knots = np.sort(np.concatenate([[0.0] * DEG, breaks, [RC] * 4, [R_BOX] * DEG]))
n_spline = knots.size - DEG - 1
spline = BSpline(knots, np.eye(n_spline), DEG)
vals, ders = spline(r)[:, 1:-1], spline(r, 1)[:, 1:-1]
nb = vals.shape[1]
overlap = vals.T @ (w[:, None] * vals)
kinetic = [0.5 * ders.T @ (w[:, None] * ders)
           + 0.5 * l * (l + 1) * vals.T @ ((w / r**2)[:, None] * vals) for l in (0, 1)]
kinetic_all, overlap_all = block_diag(*kinetic), block_diag(overlap, overlap)


def wave_density(coef):
    u = coef.reshape(2, nb) @ vals.T
    return OCC * np.einsum("abL,ar,br->Lr", gaunt, u, u) / r**2


def local_operator(v):
    v_ab = np.einsum("abL,Lr->abr", gaunt, v) * w
    blocks = [[vals.T @ (v_ab[a, b][:, None] * vals) for b in (0, 1)] for a in (0, 1)]
    return kinetic_all + np.block(blocks)


def self_consistent(operator, measure, state):
    for _ in range(80):
        h, s = operator(state)
        eps, vec = eigh(h, s, subset_by_index=[0, 0])
        new = measure(vec[:, 0])
        change = np.max(np.abs(new - state))
        state = 0.5 * (state + new)
    assert change < 1e-8, change
    return eps[0], vec[:, 0]


# ---------- all-electron reference ----------
def ae_energy(coef, strength):
    v_ext = v_nucleus + field_potential(strength)
    return OCC * coef @ kinetic_all @ coef + functional(wave_density(coef), v_ext)[0]


def ae_solve(strength):
    v_ext = v_nucleus + field_potential(strength)

    def operator(state):
        return local_operator(functional(state.reshape(3, -1), v_ext)[1]), overlap_all
    return self_consistent(operator, lambda c: wave_density(c).ravel(),
                           np.zeros(3 * r.size))


eps_ae, coef_ae = ae_solve(0.0)
v_ref = functional(wave_density(coef_ae), v_nucleus)[1][0] / ROOT4PI

# ---------- partial waves and smooth partners ----------
names, ls, energies, scales = ["s1", "s2", "p1", "p2"], [0, 0, 1, 1], [], []
ae_coef, ps_coef, ae, ps, d_ae, d_ps, d2_ps = [], [], [], [], [], [], []


def power_derivative(p, nu, radius):
    return np.prod([float(p - t) for t in range(nu)]) * radius**float(p - nu)


for index, l in enumerate(ls):
    h_l = kinetic[l] + vals.T @ ((w * v_ref)[:, None] * vals)
    level, vec = eigh(h_l, overlap)
    pick = 0 if index % 2 == 0 else 3
    c = vec[:, pick] * np.sign(spline(RC)[1:-1] @ vec[:, pick])
    # all waves but the occupied one get unit norm inside the sphere
    scale = 1.0 if index == 0 else 1 / np.sqrt(w[inside] @ (vals @ c)[inside]**2)
    c = c * scale
    powers = l + 1 + 2 * np.arange(4)
    match = np.array([[power_derivative(p, nu, RC) for p in powers] for nu in range(4)])
    edge = np.array([spline(RC, nu)[1:-1] @ c for nu in range(4)])
    poly = np.linalg.solve(match, edge)
    smooth = [sum(a * power_derivative(p, nu, r) for a, p in zip(poly, powers))
              for nu in range(3)]
    energies.append(level[pick])
    scales.append(scale)
    ae.append(vals @ c)
    d_ae.append(ders @ c)
    ps.append(np.where(inside, smooth[0], ae[-1]))
    d_ps.append(np.where(inside, smooth[1], d_ae[-1]))
    d2_ps.append(np.where(inside, smooth[2], 0.0))
    ae_coef.append(c)
    ps_coef.append(np.linalg.solve(overlap, vals.T @ (w * ps[-1])))
ae, ps, d_ae, d_ps, d2_ps = map(np.array, (ae, ps, d_ae, d_ps, d2_ps))
energies, scales, ls = np.array(energies), np.array(scales), np.array(ls)
same_l = ls[:, None] == ls[None, :]

# ---------- shape functions, moments, one-centre tables ----------
g = np.array([np.where(inside, r**L * (1 - (r / RC)**2)**3, 0.0) for L in range(3)])
g /= np.array([w @ (g[L] * r**(L + 2)) for L in range(3)])[:, None]
pair_gaunt = gaunt[ls[:, None], ls[None, :]].transpose(2, 0, 1)
cut = inside / r**2
ae_pair = np.einsum("Lij,ir,jr,r->Lijr", pair_gaunt, ae, ae, cut)
ps_pair = np.einsum("Lij,ir,jr,r->Lijr", pair_gaunt, ps, ps, cut)
r_power = np.array([r**L for L in range(3)])
q = np.einsum("Lijr,Lr->Lij", ae_pair - ps_pair, r_power * w_r2)
q_overlap = ROOT4PI * q[0]
centrifugal = (0.5 * ls * (ls + 1))[:, None]
w_in = w * inside
t_diff = same_l * (0.5 * ((d_ae * w_in) @ d_ae.T - (d_ps * w_in) @ d_ps.T)
                   + centrifugal * ((ae * w_in / r**2) @ ae.T
                                    - (ps * w_in / r**2) @ ps.T))
unit_charge = np.zeros((3, r.size))
unit_charge[0] = g[0] / ROOT4PI
v_local = -Z * hartree(unit_charge)          # equals -Z/r beyond rc


def compensation(rho):
    return np.einsum("Lij,ij->L", q, rho)[:, None] * g


def ultrasoft_integral(v):
    return np.einsum("Lij,L->ij", q, np.sum(g * v * w_r2, axis=1))


def one_centre(rho):
    """Energy E1 - Et1 and strengths D1 - Dt1."""
    n_ae = np.einsum("Lijr,ij->Lr", ae_pair, rho)
    n_ps = np.einsum("Lijr,ij->Lr", ps_pair, rho) + compensation(rho)
    e_ae, v_ae = functional(n_ae, v_nucleus)
    e_ps, v_ps = functional(n_ps, v_local)
    d = (t_diff + np.einsum("Lijr,Lr->ij", ae_pair, v_ae * w_r2)
         - np.einsum("Lijr,Lr->ij", ps_pair, v_ps * w_r2) - ultrasoft_integral(v_ps))
    return np.sum(rho * t_diff) + e_ae - e_ps, d


# ---------- projectors from the reference atom ----------
rho_ref = np.zeros((4, 4))
rho_ref[0, 0] = OCC
n_smooth_ref = np.zeros((3, r.size))
n_smooth_ref[0] = OCC * gaunt[0, 0, 0] * ps[0]**2 / r**2
v_smooth_ref = functional(n_smooth_ref + compensation(rho_ref), v_local)[1]
chi = inside * ((energies[:, None] - v_smooth_ref[0] / ROOT4PI
                 - centrifugal / r**2) * ps + 0.5 * d2_ps)
chi_phi = same_l * ((chi * w) @ ps.T)        # <chi_i|phit_j>
projectors = np.linalg.solve(chi_phi, chi)
proj = np.zeros((4, 2 * nb))
for i, l in enumerate(ls):
    proj[i, l * nb:(l + 1) * nb] = (w * projectors[i]) @ vals
overlap_paw = overlap_all + proj.T @ q_overlap @ proj


def occupation(coef):
    amplitude = proj @ coef
    return OCC * np.outer(amplitude, amplitude)


def paw_parts(n_smooth, rho, strength):
    v = functional(n_smooth + compensation(rho), v_local + field_potential(strength))[1]
    return v, ultrasoft_integral(v), one_centre(rho)[1]


def paw_hamiltonian(n_smooth, rho, strength, frozen=None):
    v, d_hat, d_one = paw_parts(n_smooth, rho, strength)
    d = d_hat + (d_one if frozen is None else frozen)
    return local_operator(v) + proj.T @ d @ proj


def paw_energy(coef, strength):
    rho = occupation(coef)
    n = wave_density(coef) + compensation(rho)
    return (OCC * coef @ kinetic_all @ coef + one_centre(rho)[0]
            + functional(n, v_local + field_potential(strength))[0])


def paw_solve(strength, frozen=None):
    size = 3 * r.size

    def operator(state):
        n, rho = state[:size].reshape(3, -1), state[size:].reshape(4, 4)
        return paw_hamiltonian(n, rho, strength, frozen), overlap_paw

    def measure(c):
        return np.concatenate([wave_density(c).ravel(), occupation(c).ravel()])
    start = np.concatenate([n_smooth_ref.ravel(), rho_ref.ravel()])
    return self_consistent(operator, measure, start)


# ---------- test: an outside charge cannot tell Q from Qhat ----------
distance = 2.0
kernel = 1 / np.sqrt(r[:, None]**2 + distance**2 - 2 * distance * r[:, None] * mu)
pot_true, pot_hat = np.zeros((4, 4)), np.zeros((4, 4))
for i in range(4):
    for j in range(4):
        radial = (ae[i] * ae[j] - ps[i] * ps[j]) * w_in
        pot_true[i, j] = 2 * np.pi * radial @ kernel @ (w_mu * Y[ls[i]] * Y[ls[j]])
        q_hat = (q[:, i, j][:, None] * g).T @ Y
        pot_hat[i, j] = 2 * np.pi * w_r2 @ ((q_hat * kernel) @ w_mu)
assert np.max(np.abs(pot_true - pot_hat)) < 1e-9

# ---------- test: PAW energy = all-electron energy for a spanned s-p orbital ----------
mix = np.array([1.0, 0.1, 0.1, 0.2]) / scales
trial_ae, trial_ps = np.zeros(2 * nb), np.zeros(2 * nb)
direction = np.zeros(2 * nb)
for i, l in enumerate(ls):
    block = slice(l * nb, (l + 1) * nb)
    trial_ae[block] += mix[i] * ae_coef[i]
    trial_ps[block] += mix[i] * ps_coef[i]
    direction[block] += [0.3, -0.5, 0.4, 0.6][i] * ae_coef[i] / scales[i]
trial_e_ae, trial_e_paw = ae_energy(trial_ae, FIELD), paw_energy(trial_ps, FIELD)
assert abs(trial_e_ae - trial_e_paw) < 1e-7
norm_ae = trial_ae @ overlap_all @ trial_ae
norm_paw = trial_ps @ overlap_paw @ trial_ps
assert abs(norm_ae - norm_paw) < 1e-8

# ---------- test: strengths and Hamiltonian are derivatives of the energy ----------
step = 1e-4
n_trial, rho_trial = wave_density(trial_ps), occupation(trial_ps)
_, d_hat_trial, d_one_trial = paw_parts(n_trial, rho_trial, FIELD)
v_ext_smooth = v_local + field_potential(FIELD)
fd_hat, fd_one = np.zeros((4, 4)), np.zeros((4, 4))
for i in range(4):
    for j in range(4):
        shift = np.zeros((4, 4))
        shift[i, j] = step
        up, down = rho_trial + shift, rho_trial - shift
        fd_hat[i, j] = (functional(n_trial + compensation(up), v_ext_smooth)[0]
                        - functional(n_trial + compensation(down), v_ext_smooth)[0])
        fd_one[i, j] = one_centre(up)[0] - one_centre(down)[0]
err_hat = np.max(np.abs(fd_hat / (2 * step) - d_hat_trial))
err_one = np.max(np.abs(fd_one / (2 * step) - d_one_trial))
assert err_hat < 1e-6 and err_one < 1e-6, (err_hat, err_one)
slope_fd = (paw_energy(trial_ps + step * direction, FIELD)
            - paw_energy(trial_ps - step * direction, FIELD)) / (2 * step)
slope_h = 2 * OCC * direction @ paw_hamiltonian(n_trial, rho_trial, FIELD) @ trial_ps
assert abs(slope_fd - slope_h) < 1e-5 * max(1, abs(slope_h)), (slope_fd, slope_h)

# ---------- test: ultrasoft generation identity at the reference atom ----------
_, d_hat_ref, d_one_ref = paw_parts(n_smooth_ref, rho_ref, 0.0)
d_generation = chi_phi.T + q_overlap * energies[None, :]
err_generation = np.max(np.abs(d_hat_ref + d_one_ref - d_generation))
assert err_generation < 1e-5, err_generation

# ---------- test: self-consistent atom without and with field ----------
eps_paw, coef_paw = paw_solve(0.0)
e_ae, e_paw = ae_energy(coef_ae, 0.0), paw_energy(coef_paw, 0.0)
assert abs(eps_paw - eps_ae) < 1e-6 and abs(e_paw - e_ae) < 1e-6


def polarizability(density):
    return -np.sqrt(4 * np.pi / 3) * (w_r2 * r) @ density[1] / FIELD


eps_ae_f, coef_ae_f = ae_solve(FIELD)
eps_paw_f, coef_paw_f = paw_solve(FIELD)
eps_us_f, coef_us_f = paw_solve(FIELD, frozen=d_one_ref)
alpha_ae = polarizability(wave_density(coef_ae_f))
rho_f = occupation(coef_paw_f)
alpha_smooth = polarizability(wave_density(coef_paw_f))
alpha_paw = alpha_smooth + polarizability(compensation(rho_f))
alpha_us = polarizability(wave_density(coef_us_f) + compensation(occupation(coef_us_f)))
assert abs(alpha_paw / alpha_ae - 1) < 0.02, (alpha_paw, alpha_ae)
_, d_hat_f, d_one_f = paw_parts(wave_density(coef_paw_f), rho_f, FIELD)
shift_ae = ae_energy(coef_ae_f, FIELD) - e_ae
shift_paw = paw_energy(coef_paw_f, FIELD) - e_paw

# ---------- test: freezing the one-centre strengths errs at second order ----------
delta = rho_trial - rho_ref


def remainder(lam):
    return (one_centre(rho_ref + lam * delta)[0] - one_centre(rho_ref)[0]
            - lam * np.sum(d_one_ref * delta))


rem_1, rem_2 = remainder(0.01), remainder(0.005)
assert abs(rem_1 / rem_2 - 4) < 0.2, (rem_1, rem_2)

# ---------- printed results ----------
print(f"nuclear charge {Z:.0f}, electrons {OCC:.0f}")
print(f"sphere radius rc = {RC:.1f} bohr, box radius = {R_BOX:.1f} bohr")
print(f"field F = {FIELD:.3f} a.u.")
for name, energy in zip(names, energies):
    print(f"partial wave {name}: energy = {energy:.5f} Ha")
print("same-l pairs at the reference atom: q_ij in a.u., the rest in Ha")
print("pair   q_ij      Dhat      D1-Dt1    sum       B+eps*q")
for i, j in [(0, 0), (0, 1), (1, 1), (2, 2), (2, 3), (3, 3)]:
    print(f"{names[i]}{names[j]} {q_overlap[i, j]:9.5f} {d_hat_ref[i, j]:9.5f} "
          f"{d_one_ref[i, j]:9.5f} {d_hat_ref[i, j] + d_one_ref[i, j]:9.5f} "
          f"{d_generation[i, j]:9.5f}")
print(f"largest error of generation identity = {err_generation:.1e} Ha")
for i, j in [(0, 2), (0, 3), (1, 2), (1, 3)]:
    print(f"dipole moment q^1 of {names[i]}{names[j]} = {q[1, i, j]:.6f} a.u.")
for i, j in [(2, 2), (2, 3), (3, 3)]:
    print(f"quadrupole moment q^2 of {names[i]}{names[j]} = {q[2, i, j]:.6f} a.u.")
print(f"potential at {distance:.1f} bohr, s1p1: true Q {pot_true[0, 2]:.8f} a.u.")
print(f"potential at {distance:.1f} bohr, s1p1: Qhat   {pot_hat[0, 2]:.8f} a.u.")
print(f"trial s-p orbital, all-electron energy = {trial_e_ae:.8f} Ha")
print(f"trial s-p orbital, PAW energy          = {trial_e_paw:.8f} Ha")
print(f"finite-difference error of Dhat = {err_hat:.1e} Ha")
print(f"finite-difference error of D1-Dt1 = {err_one:.1e} Ha")
print(f"energy slope: differences {slope_fd:.7f}, from H {slope_h:.7f} Ha")
print(f"1s eigenvalue: all-electron {eps_ae:.7f}, PAW {eps_paw:.7f} Ha")
print(f"total energy: all-electron {e_ae:.7f}, PAW {e_paw:.7f} Ha")
print(f"total energy, PAW = {e_paw * HARTREE_EV:.4f} eV")
print(f"in field, s1p1: Dhat = {d_hat_f[0, 2]:.3e} Ha")
print(f"in field, s1p1: D1-Dt1 = {d_one_f[0, 2]:.3e} Ha")
print(f"field energy shift: all-electron {shift_ae:.4e}, PAW {shift_paw:.4e} Ha")
print(f"polarizability, all-electron = {alpha_ae:.5f} bohr^3")
print(f"polarizability, PAW = {alpha_paw:.5f} bohr^3")
print(f"  part from smooth density alone = {alpha_smooth:.5f} bohr^3")
print(f"polarizability, frozen D1-Dt1 (ultrasoft) = {alpha_us:.5f} bohr^3")
print(f"frozen-limit remainder, step 0.010 = {rem_1:.4e} Ha")
print(f"frozen-limit remainder, step 0.005 = {rem_2:.4e} Ha")
print(f"ratio of remainders = {rem_1 / rem_2:.3f}")
print("done: every assertion held")
```

Output:

```
nuclear charge 2, electrons 2
sphere radius rc = 1.0 bohr, box radius = 12.0 bohr
field F = 0.010 a.u.
partial wave s1: energy = -0.51697 Ha
partial wave s2: energy = 0.35583 Ha
partial wave p1: energy = 0.05932 Ha
partial wave p2: energy = 0.61605 Ha
same-l pairs at the reference atom: q_ij in a.u., the rest in Ha
pair   q_ij      Dhat      D1-Dt1    sum       B+eps*q
s1s1   0.11307  -0.21924  -0.25081  -0.47005  -0.47005
s1s2   0.17475  -0.33883  -0.28439  -0.62322  -0.62322
s2s2   0.26876  -0.52112  -0.26898  -0.79010  -0.79010
p1p1   0.01307  -0.02535  -0.03868  -0.06403  -0.06403
p1p2   0.01424  -0.02760  -0.03710  -0.06470  -0.06470
p2p2   0.01548  -0.03002  -0.03471  -0.06473  -0.06473
largest error of generation identity = 8.8e-07 Ha
dipole moment q^1 of s1p1 = 0.004802 a.u.
dipole moment q^1 of s1p2 = 0.005143 a.u.
dipole moment q^1 of s2p1 = 0.007641 a.u.
dipole moment q^1 of s2p2 = 0.008164 a.u.
quadrupole moment q^2 of p1p1 = 0.000893 a.u.
quadrupole moment q^2 of p1p2 = 0.000968 a.u.
quadrupole moment q^2 of p2p2 = 0.001048 a.u.
potential at 2.0 bohr, s1p1: true Q 0.00245716 a.u.
potential at 2.0 bohr, s1p1: Qhat   0.00245716 a.u.
trial s-p orbital, all-electron energy = -2.65747091 Ha
trial s-p orbital, PAW energy          = -2.65747091 Ha
finite-difference error of Dhat = 6.6e-12 Ha
finite-difference error of D1-Dt1 = 9.3e-11 Ha
energy slope: differences -0.3052207, from H -0.3052207 Ha
1s eigenvalue: all-electron -0.5169682, PAW -0.5169682 Ha
total energy: all-electron -2.7236398, PAW -2.7236398 Ha
total energy, PAW = -74.1140 eV
in field, s1p1: Dhat = 5.015e-05 Ha
in field, s1p1: D1-Dt1 = 7.077e-06 Ha
field energy shift: all-electron -8.8280e-05, PAW -8.8280e-05 Ha
polarizability, all-electron = 1.76603 bohr^3
polarizability, PAW = 1.76603 bohr^3
  part from smooth density alone = 1.75998 bohr^3
polarizability, frozen D1-Dt1 (ultrasoft) = 1.76566 bohr^3
frozen-limit remainder, step 0.010 = 1.5708e-08 Ha
frozen-limit remainder, step 0.005 = 3.9269e-09 Ha
ratio of remainders = 4.000
done: every assertion held
```
